# Hydrogenic donor at an infinite planar barrier: why one quarter?: a program that tests the result

```python
"""
Result under test: a hydrogenic donor lying on an impenetrable plane z = 0
(electron in z > 0, isotropic mass, uniform permittivity, no image charge)
has one quarter of its bulk binding energy.
Effective units: length a* = eps/mass bohr, energy E* = mass/eps^2 hartree,
so H = -(1/2) Laplacian - 1/r.  r = distance from donor, u = z/r.
Bulk ground state exp(-r), barrier ground state z*exp(-r/2).
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * physical_constants["Bohr radius"][0]


def lowest_energy(barrier, azimuthal=0, mass_xy=1.0, mass_z=1.0, eps=1.0,
                  decay=0.8, n_radial=14, n_angular=10):
    """Variational ground level; no reflection parity is imposed."""
    x, wx = np.polynomial.laguerre.laggauss(40)
    t, wt = np.polynomial.legendre.leggauss(30)
    low = 0.0 if barrier else -1.0
    u = low + (1 - low) * (t + 1) / 2
    wu = wt * (1 - low) / 2
    scale = 2 * decay
    r = x / scale
    s = np.sqrt(1 - u**2)

    # Radial functions: polynomial times exp(-decay*r); the product of
    # two exponentials is contained in the Gauss-Laguerre weight.
    radial, d_radial = [], []
    for j in range(n_radial):
        norm = np.sqrt((j + 1) * (j + 2))
        p = eval_genlaguerre(j, 2, x) / norm
        dp = -eval_genlaguerre(j - 1, 3, x) / norm if j > 0 else 0 * x
        radial.append(p)
        d_radial.append(scale * (dp - p / 2))

    # Angular functions: a factor u enforces the wall condition.
    angular, d_angular = [], []
    for k in range(n_angular):
        leg = np.polynomial.Legendre.basis(k, domain=[low, 1.0])
        g, dg = leg(u), leg.deriv()(u)
        if barrier:
            g, dg = u * g, g + u * dg
        if azimuthal == 1:
            g, dg = s * g, s * dg - u * g / s
        angular.append(g)
        d_angular.append(dg)

    def product(a, b):
        full = np.einsum("ji,kl->jkil", np.array(a), np.array(b))
        return full.reshape(n_radial * n_angular, -1)

    rr, uu = [q.ravel() for q in np.meshgrid(r, u, indexing="ij")]
    ss = np.sqrt(1 - uu**2)
    weight = np.outer(wx * r**2 / scale, wu).ravel()
    value = product(radial, angular)
    by_r = product(d_radial, angular)
    by_u = product(radial, d_angular)
    grad_z = uu * by_r + ss**2 / rr * by_u
    grad_rho = ss * by_r - uu * ss / rr * by_u
    grad_phi = azimuthal * value / (rr * ss)

    def matrix(f, w):
        return (f * w) @ f.T

    kinetic = (matrix(grad_rho, weight) + matrix(grad_phi, weight)) / (2 * mass_xy)
    kinetic = kinetic + matrix(grad_z, weight) / (2 * mass_z)
    potential = -matrix(value, weight / (eps * rr))
    return eigh(kinetic + potential, matrix(value, weight),
                eigvals_only=True)[0]


# Pointwise eigenvalue equations, in Cartesian coordinates
X, Y, Z, kappa = sp.symbols("x y z kappa", positive=True)
R = sp.sqrt(X**2 + Y**2 + Z**2)


def local_energy(psi):
    lap = sum(sp.diff(psi, q, 2) for q in (X, Y, Z))
    return sp.simplify(-lap / (2 * psi) - 1 / R)


E_bulk = local_energy(sp.exp(-R))
E_wall = local_energy(Z * sp.exp(-R / 2))
assert E_bulk.is_number and E_wall.is_number
general = local_energy(Z * sp.exp(-kappa * R))
assert sp.simplify(general - (-kappa**2 / 2 + (2 * kappa - 1) / R)) == 0
assert sp.simplify(E_wall / E_bulk - sp.Rational(1, 4)) == 0

# Exact integrals over the allowed region
r, b = sp.symbols("r b", positive=True)
u = sp.symbols("u", real=True)


def integral(expr, low):
    inner = sp.integrate(sp.expand(expr * r**2), (u, low, 1))
    return sp.simplify(2 * sp.pi * sp.integrate(sp.expand(inner), (r, 0, sp.oo)))


def grad_squared(f):
    return sp.diff(f, r)**2 + (1 - u**2) * sp.diff(f, u)**2 / r**2


def parts(phi, low):
    norm = integral(phi**2, low)
    kin = integral(grad_squared(phi) / 2, low) / norm
    pot = -integral(phi**2 / r, low) / norm
    return norm, sp.simplify(kin), sp.simplify(pot)


bulk_state = sp.exp(-r)
wall_state = r * u * sp.exp(-r / 2)

# Energy excess of a trial state = half the weighted gradient of phi/psi0
excesses = []
for psi0, E0, f, low in (
        (bulk_state, E_bulk, (1 + r * u / 2) * sp.exp(-r), -1),
        (wall_state, E_wall, (1 + r * u / 2) * sp.exp(-r / 2), 0)):
    phi = sp.powsimp(sp.expand(f * psi0))
    norm, kin, pot = parts(phi, low)
    left = kin + pot - E0
    right = integral(psi0**2 * grad_squared(f) / 2, low) / norm
    assert sp.simplify(left - right) == 0
    assert left > 0
    excesses.append(float(left))

# The wall alone leaves the bottom of the free-electron energies at zero
free_kinetic = parts(r * u * sp.exp(-b * r), 0)[1]
assert sp.simplify(free_kinetic - b**2 / 2) == 0
assert sp.limit(free_kinetic, b, 0) == 0

# Independent diagonalizations
num_bulk = lowest_energy(False)
num_wall = lowest_energy(True)
num_wall_m1 = lowest_energy(True, azimuthal=1)
assert abs(num_bulk - float(E_bulk)) < 1e-8
assert abs(num_wall - float(E_wall)) < 1e-8
assert num_wall_m1 > num_wall + 0.01

# Expectation values of the two ground states
norm_b, kin_b, pot_b = parts(bulk_state, -1)
norm_w, kin_w, pot_w = parts(wall_state, 0)
assert sp.simplify(kin_w / kin_b - sp.Rational(1, 4)) == 0
assert sp.simplify(pot_w / pot_b - sp.Rational(1, 4)) == 0
r_bulk = float(integral(r * bulk_state**2, -1) / norm_b)
r_wall = float(integral(r * wall_state**2, 0) / norm_w)
z_wall = float(integral(r * u * wall_state**2, 0) / norm_w)

# Anisotropic mass: heavy along the normal, two basis sizes
ratios = []
for n_rad, n_ang in ((11, 9), (14, 12)):
    options = dict(mass_z=5.0, decay=1.5, n_radial=n_rad, n_angular=n_ang)
    aniso_bulk = lowest_energy(False, **options)
    aniso_wall = lowest_energy(True, **options)
    ratios.append(aniso_wall / aniso_bulk)
# tolerance: remaining basis-set error of the spherical expansion
assert abs(ratios[1] - ratios[0]) < 2e-3
assert ratios[1] > 0.30

# Worked example with round model parameters
mass, eps = 0.25, 10.0
length = eps / mass
energy = mass / eps**2
bind_bulk = -float(E_bulk) * energy
bind_wall = -float(E_wall) * energy
raw = dict(mass_xy=mass, mass_z=mass, eps=eps, decay=0.02)
raw_bulk = -lowest_energy(False, **raw)
raw_wall = -lowest_energy(True, **raw)
assert abs(raw_bulk / bind_bulk - 1) < 1e-7
assert abs(raw_wall / bind_wall - 1) < 1e-7

print("EFFECTIVE UNITS (a*, E*)")
print(f"bulk energy, formula:              {float(E_bulk):.6f} E*")
print(f"bulk energy, diagonalization:      {num_bulk:.6f} E*")
print(f"barrier energy, formula:           {float(E_wall):.6f} E*")
print(f"barrier energy, diagonalization:   {num_wall:.6f} E*")
print(f"barrier, azimuthal number 1:       {num_wall_m1:.6f} E*")
print(f"binding ratio, diagonalization:    {num_wall / num_bulk:.6f}")
print(f"bulk kinetic, potential:           {float(kin_b):.4f}, {float(pot_b):.4f} E*")
print(f"barrier kinetic, potential:        {float(kin_w):.4f}, {float(pot_w):.4f} E*")
print(f"norm integral of exp(-r), bulk:    {float(norm_b / sp.pi):.4f} pi")
print(f"norm integral of z exp(-r/2):      {float(norm_w / sp.pi):.4f} pi")
print(f"mean r, bulk:                      {r_bulk:.4f} a*")
print(f"mean r, barrier:                   {r_wall:.4f} a*")
print(f"mean z, barrier:                   {z_wall:.4f} a*")
print(f"trial-state excess, bulk:          {excesses[0]:.6f} E*")
print(f"trial-state excess, barrier:       {excesses[1]:.6f} E*")
print("ANISOTROPIC MASS (1 parallel, 5 normal to the wall; eps = 1)")
print(f"bulk energy:                       {aniso_bulk:.3f} hartree")
print(f"barrier energy:                    {aniso_wall:.3f} hartree")
print(f"binding ratio:                     {ratios[1]:.3f}")
print("WORKED EXAMPLE")
print(f"effective mass:                    {mass:.2f} electron masses")
print(f"relative permittivity:             {eps:.1f}")
print(f"a*:                                {length:.2f} bohr")
print(f"a*, converted:                     {length * BOHR_NM:.3f} nm")
print(f"E*:                                {energy:.6f} hartree")
print(f"bulk binding energy:               {bind_bulk:.7f} hartree")
print(f"barrier binding energy:            {bind_wall:.7f} hartree")
print(f"bulk binding, unscaled diag.:      {raw_bulk:.7f} hartree")
print(f"barrier binding, unscaled diag.:   {raw_wall:.7f} hartree")
print(f"bulk binding, converted:           {bind_bulk * HARTREE_MEV:.2f} meV")
print(f"barrier binding, converted:        {bind_wall * HARTREE_MEV:.2f} meV")
print(f"mean r, bulk:                      {r_bulk * length:.1f} bohr")
print(f"mean r, barrier:                   {r_wall * length:.1f} bohr")
print(f"mean z, barrier:                   {z_wall * length:.1f} bohr")
print("OK")
```

Printed output:

```
EFFECTIVE UNITS (a*, E*)
bulk energy, formula:              -0.500000 E*
bulk energy, diagonalization:      -0.500000 E*
barrier energy, formula:           -0.125000 E*
barrier energy, diagonalization:   -0.125000 E*
barrier, azimuthal number 1:       -0.055555 E*
binding ratio, diagonalization:    0.250000
bulk kinetic, potential:           0.5000, -1.0000 E*
barrier kinetic, potential:        0.1250, -0.2500 E*
norm integral of exp(-r), bulk:    1.0000 pi
norm integral of z exp(-r/2):      16.0000 pi
mean r, bulk:                      1.5000 a*
mean r, barrier:                   5.0000 a*
mean z, barrier:                   3.7500 a*
trial-state excess, bulk:          0.558824 E*
trial-state excess, barrier:       0.062500 E*
ANISOTROPIC MASS (1 parallel, 5 normal to the wall; eps = 1)
bulk energy:                       -0.791 hartree
barrier energy:                    -0.293 hartree
binding ratio:                     0.371
WORKED EXAMPLE
effective mass:                    0.25 electron masses
relative permittivity:             10.0
a*:                                40.00 bohr
a*, converted:                     2.117 nm
E*:                                0.002500 hartree
bulk binding energy:               0.0012500 hartree
barrier binding energy:            0.0003125 hartree
bulk binding, unscaled diag.:      0.0012500 hartree
barrier binding, unscaled diag.:   0.0003125 hartree
bulk binding, converted:           34.01 meV
barrier binding, converted:        8.50 meV
mean r, bulk:                      60.0 bohr
mean r, barrier:                   200.0 bohr
mean z, barrier:                   150.0 bohr
OK
```
